# Energy Ratios of the Neutral Thomas-Fermi Atom: a program that tests the result

```python
"""Neutral Thomas-Fermi atom: test of T : Vne : Vee = 3 : -7 : 1.

Hartree atomic units. Z nuclear charge, N electron number, n(r) density,
mu chemical potential, phi(r) = Z/r - (Hartree potential of the electrons).
T   = (3/10)(3 pi^2)^(2/3) * integral of n^(5/3)
Vne = -Z * integral of n/r
Vee = (1/2) * double integral of n n'/|r-r'|
Positive ions (mu < 0) should obey Vee = T/3 + mu N, Vne = -7T/3 - mu N.
The functional is discretized on a grid uniform in ln r and minimized at
given mu; N is never imposed. shell = 4 pi r^3 n is the number of electrons
per unit ln r, and chi = r phi / Z is the screening function.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R_MIN, R_MAX, POINTS = 1e-15, 1e3, 801
log_r = np.linspace(np.log(R_MIN), np.log(R_MAX), POINTS)
h = log_r[1] - log_r[0]
r = np.exp(log_r)

# r_i times the Coulomb kernel 1/max(r_i, r_j), with quadrature weight h.
# The diagonal term removes the leading trapezoid error at the kernel's kink.
kernel = h * np.minimum(1.0, r[:, None] / r[None, :])
kernel[np.diag_indices(POINTS)] -= h**2 / 12


def energies(shell, Z):
    """T, Vne, Vee and N of any spherical density, from the definitions."""
    n = shell / (4 * np.pi * r**3)
    c_kin = 0.3 * (3 * np.pi**2) ** (2 / 3)
    T = h * np.sum(4 * np.pi * r**3 * c_kin * n ** (5 / 3))
    Vne = -Z * h * np.sum(shell / r)
    Vee = 0.5 * h * np.sum(shell / r * (kernel @ shell))
    return T, Vne, Vee, h * np.sum(shell)


def minimize(Z, mu=0.0):
    """Newton solution of the stationarity condition at chemical potential mu."""
    chi = 1 / (1 + Z ** (1 / 3) * r) ** 2

    def density(chi):
        local = np.maximum(Z * chi / r + mu, 0.0)
        pref = 4 * np.pi * r**3 * 2**1.5 / (3 * np.pi**2)
        return pref * local**1.5, pref * 1.5 * np.sqrt(local) * Z / r

    for _ in range(80):
        shell, slope = density(chi)
        residual = chi - 1 + kernel @ shell / Z
        jacobian = np.eye(POINTS) + kernel * (slope / Z)[None, :]
        step = np.linalg.solve(jacobian, residual)
        chi = chi - step
        if np.max(np.abs(step)) < 1e-12:
            break
    else:
        raise AssertionError("Newton iteration did not converge")
    return density(chi)[0]


# Coulomb kernel: self-repulsion of a hydrogen 1s density is 5/16 hartree
self_1s = energies(4 * r**3 * np.exp(-2 * r), 1.0)[2]
assert abs(self_1s - 5 / 16) < 1e-6

# Neutral thallium: mu = 0, electron number left free
Z = 81.0
shell_tl = minimize(Z)
T, Vne, Vee, N = energies(shell_tl, Z)
E = T + Vne + Vee
assert abs(N / Z - 1) < 1e-6
assert abs((2 * T + Vne + Vee) / T) < 3e-6
assert abs(3 * Vne / T + 7) < 1e-5
assert abs(3 * Vee / T - 1) < 1e-5
print(f"Tl nuclear charge Z = {Z:.0f}")
print(f"Radial grid: {POINTS} points, {R_MIN:.0e} to {R_MAX:.0e} bohr")
print(f"Kernel check, 1s self-repulsion = {self_1s:.6f} hartree")
print(f"Tl electron number found at mu=0: N = {N:.5f}")
print(f"Tl T   = {T:.2f} hartree")
print(f"Tl Vne = {Vne:.2f} hartree")
print(f"Tl Vee = {Vee:.2f} hartree")
print(f"Tl E   = {E:.2f} hartree = {E * HARTREE_EV / 1000:.2f} keV")
print(f"Tl virial ratio -(Vne+Vee)/T = {-(Vne + Vee) / T:.6f}")
print(f"Tl 3 Vne/T = {3 * Vne / T:.5f}, 3 Vee/T = {3 * Vee / T:.5f}")

# Hellmann-Feynman along the neutral line, by finite difference in Z
dZ = 0.1
E_plus = sum(energies(minimize(Z + dZ), Z + dZ)[:3])
E_minus = sum(energies(minimize(Z - dZ), Z - dZ)[:3])
dF = (E_plus - E_minus) / (2 * dZ)
assert abs(dF / (Vne / Z) - 1) < 1e-5
print(f"Finite-difference step in Z = {dZ}")
print(f"dF/dZ by difference = {dF:.4f} hartree")
print(f"Vne/Z               = {Vne / Z:.4f} hartree")

# Scaling exponent and tangent-line bound from a second atom, antimony
Z_sb = 51.0
E_sb = sum(energies(minimize(Z_sb), Z_sb)[:3])
exponent = np.log(E / E_sb) / np.log(Z / Z_sb)
bound = sum(energies(shell_tl, Z_sb)[:3])
tangent = E + (Z_sb - Z) * dF
assert abs(exponent - 7 / 3) < 1e-5
assert E_sb < bound and abs(bound / tangent - 1) < 1e-4
print(f"Sb (Z = {Z_sb:.0f}) E = {E_sb:.2f} hartree")
print(f"Exponent of E in Z from Sb and Tl = {exponent:.6f}")
print(f"Tl density in the Sb nuclear field: E = {bound:.2f} hartree")

# Minimum over densities of any electron number: trials must lie higher
for N_trial in (61.0, 81.0, 101.0):
    best = min(
        sum(energies(N_trial * (a * r) ** 3 * np.exp(-a * r) / 2, Z)[:3])
        for a in np.linspace(2, 40, 191))
    assert best > E
    print(f"Best exponential trial, N = {N_trial:.0f}: E = {best:.2f} hartree")
for factor in (0.95, 1.05):
    E_scaled = sum(energies(factor * shell_tl, Z)[:3])
    assert E_scaled > E
    print(f"Tl density times {factor}: E - E_min = {E_scaled - E:.2f} hartree")
for wave in (0.5, 1.0, 2.0):
    for sign in (-1, 1):
        distorted = shell_tl * (1 + sign * 0.2 * np.sin(wave * log_r))
        assert sum(energies(distorted, Z)[:3]) > E

# Separate road to Vne: inward integration of chi'' = chi^(3/2)/x^(1/2),
# in s = sqrt(x), from a slightly disturbed tail 144/x^3. If chi(x) solves
# the equation so does k^3 chi(k x), which restores chi(0) = 1 afterwards.
decay = (np.sqrt(73) - 7) / 2
eps = 1e-4
start = [144 * (1 - eps), 144 * (-3 + (3 + decay) * eps)]
ode = solve_ivp(
    lambda s, y: [2 * s * y[1], 2 * max(y[0], 0.0) ** 1.5],
    (1.0, 0.0), start, method="DOP853", rtol=1e-11, atol=1e-10)
assert ode.success
chi0, slope0 = ode.y[:, -1]
initial_slope = slope0 / chi0 ** (4 / 3)
length = 0.5 * (3 * np.pi / 4) ** (2 / 3)
Vne_ode = initial_slope / length * Z ** (7 / 3)
assert abs(Vne_ode / Vne - 1) < 5e-6
print(f"Screening function slope at the nucleus = {initial_slope:.6f}")
print(f"TF length times Z^(1/3) = {length:.6f} bohr")
print(f"Tl Vne from the differential equation = {Vne_ode:.2f} hartree")
print(f"E/Z^(7/3) = {E / Z ** (7 / 3):.6f} hartree")

# Positive ions: mu < 0 breaks the ratio by exactly mu N
print("Tl ions: mu (hartree), N, 3Vne/T, 3Vee/T, 3(Vee - mu N)/T")
N_previous = 0.0
for mu in (-100.0, -10.0, -1.0, -0.1):
    Ti, Vnei, Veei, Ni = energies(minimize(Z, mu), Z)
    assert N_previous < Ni < Z
    assert abs(Veei - Ti / 3 - mu * Ni) < 2e-5 * Ti
    assert abs(Vnei + 7 * Ti / 3 + mu * Ni) < 2e-5 * Ti
    N_previous = Ni
    print(f"  {mu:7.1f} {Ni:8.3f} {3 * Vnei / Ti:9.4f} {3 * Veei / Ti:8.4f}"
          f" {3 * (Veei - mu * Ni) / Ti:8.4f}")

# mu is the derivative of the energy with respect to electron number
ion_a = energies(minimize(Z, -10.1), Z)
ion_b = energies(minimize(Z, -9.9), Z)
dE_dN = (sum(ion_b[:3]) - sum(ion_a[:3])) / (ion_b[3] - ion_a[3])
assert abs(dE_dN + 10.0) < 5e-3
print(f"dE/dN by difference around mu = -10 hartree: {dE_dN:.4f} hartree")

print("tests ok")
```

Output:

```
Tl nuclear charge Z = 81
Radial grid: 801 points, 1e-15 to 1e+03 bohr
Kernel check, 1s self-repulsion = 0.312500 hartree
Tl electron number found at mu=0: N = 81.00000
Tl T   = 21822.98 hartree
Tl Vne = -50920.29 hartree
Tl Vee = 7274.33 hartree
Tl E   = -21822.98 hartree = -593.83 keV
Tl virial ratio -(Vne+Vee)/T = 2.000000
Tl 3 Vne/T = -7.00000, 3 Vee/T = 1.00000
Finite-difference step in Z = 0.1
dF/dZ by difference = -628.6456 hartree
Vne/Z               = -628.6455 hartree
Sb (Z = 51) E = -7415.03 hartree
Exponent of E in Z from Sb and Tl = 2.333333
Tl density in the Sb nuclear field: E = -2963.61 hartree
Best exponential trial, N = 61: E = -13057.71 hartree
Best exponential trial, N = 81: E = -11601.02 hartree
Best exponential trial, N = 101: E = -9840.60 hartree
Tl density times 0.95: E - E_min = 48.67 hartree
Tl density times 1.05: E - E_min = 48.33 hartree
Screening function slope at the nucleus = -1.588071
TF length times Z^(1/3) = 0.885341 bohr
Tl Vne from the differential equation = -50920.29 hartree
E/Z^(7/3) = -0.768745 hartree
Tl ions: mu (hartree), N, 3Vne/T, 3Vee/T, 3(Vee - mu N)/T
   -100.0   33.282   -6.5089   0.5089   1.0000
    -10.0   65.953   -6.9091   0.9091   1.0000
     -1.0   77.466   -6.9894   0.9894   1.0000
     -0.1   80.267   -6.9989   0.9989   1.0000
dE/dN by difference around mu = -10 hartree: -9.9999 hartree
tests ok
```
